# Average-of-configuration Dirac–Fock with one Fock matrix and open-shell CI: a numerical check

```python
"""
Average-of-configuration Dirac-Fock with one effective Fock matrix, and CI in the open shell.

Result under test: for closed spinors (projector Dc) and m open spinors (projector Do)
sharing n electrons, f = n/m, the energy averaged over all determinants is
  E = Tr Dc(h + G[Dc]/2) + f Tr Do(h + G[Dc] + (a f/2) G[Do]),  a = m(n-1)/(n(m-1)),
and its orbital gradient is 2 (w_p - w_q) Re F_pq with occupations w = 1, f, 0 and
  F = Fc - (1-f)[S Do W + W Do S - S Do W Do S] + S Dc W Do S + S Do W Dc S,
  Fc = h + G[Dc] + f G[Do],  W = G[Do]/(m-1),  S = overlap,  G = Coulomb minus exchange.
Hartree atomic units; Dirac-Coulomb Hamiltonian, point nucleus, restricted kinetic balance.
Example: the carbon-like ion Fe20+.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from pyscf import gto

LIGHT = 1.0 / constants.fine_structure
TO_CM = 2.0 * constants.Rydberg / 100.0
Z = 26
s_exponents = [12.0 * 3.0**k for k in range(8)]
p_exponents = [14.0 * 3.3**k for k in range(5)]
basis = [[0, [x, 1.0]] for x in s_exponents] + [[1, [x, 1.0]] for x in p_exponents]
mol = gto.M(atom="Fe 0 0 0", basis={"Fe": basis}, charge=20, spin=0, verbose=0)
N2 = mol.nao_2c()
loc = mol.ao_loc_2c()
shell_l = np.concatenate([np.full(loc[i + 1] - loc[i], mol.bas_angular(i))
                          for i in range(mol.nbas)])
ao_l = np.concatenate([shell_l, shell_l])   # label of the large-component partner

# Two-electron integrals as matrices acting on transposed density blocks.
t = mol.intor("int2e_spinor")
LLLL = np.ascontiguousarray(t - t.transpose(0, 3, 2, 1)).reshape(N2**2, N2**2)
t = mol.intor("int2e_spsp1spsp2_spinor")
SSSS = np.ascontiguousarray(t - t.transpose(0, 3, 2, 1)).reshape(N2**2, N2**2)
t = mol.intor("int2e_spsp1_spinor")
SSLL = np.ascontiguousarray(t).reshape(N2**2, N2**2)
SLLS = np.ascontiguousarray(t.transpose(0, 3, 2, 1)).reshape(N2**2, N2**2)
del t

overlap_large = mol.intor("int1e_ovlp_spinor")
nuclear_large = mol.intor("int1e_nuc_spinor")
momentum_sq = mol.intor("int1e_spsp_spinor")
nuclear_small = mol.intor("int1e_spnucsp_spinor")


def one_electron(c):
    """Dirac one-electron matrix and overlap; small functions are sigma.p chi/(2c)."""
    q = 0.25 / c**2
    kin = 0.5 * momentum_sq
    h = np.block([[nuclear_large, kin], [kin, q * nuclear_small - kin]])
    zero = np.zeros_like(kin)
    s = np.block([[overlap_large, zero], [zero, q * momentum_sq]])
    return (h + h.conj().T) / 2, (s + s.conj().T) / 2


def mean_field(densities, c):
    """Coulomb minus exchange matrices for a stack of (not necessarily Hermitian) densities."""
    d = np.asarray(densities)
    k, q = len(d), 0.25 / c**2

    def vec(block):
        return np.ascontiguousarray(block.transpose(0, 2, 1)).reshape(k, -1).T

    ll, ls = vec(d[:, :N2, :N2]), vec(d[:, :N2, N2:])
    sl, ss = vec(d[:, N2:, :N2]), vec(d[:, N2:, N2:])
    g = np.empty_like(d, dtype=complex)
    g[:, :N2, :N2] = (LLLL @ ll + q * (SSLL.T @ ss)).T.reshape(k, N2, N2)
    g[:, N2:, N2:] = (q * (SSLL @ ll) + q**2 * (SSSS @ ss)).T.reshape(k, N2, N2)
    g[:, N2:, :N2] = (-q * (SLLS @ sl)).T.reshape(k, N2, N2)
    g[:, :N2, N2:] = (-q * (SLLS.T @ ls)).T.reshape(k, N2, N2)
    return g


def trace(a, b):
    return np.einsum("ij,ji->", a, b).real


def solve(matrix, s, occupation):
    """Diagonalize by parity. Column order: closed, open, negative-energy, positive virtual."""
    parts = [[], [], [], []]
    for l, (closed, opened) in occupation.items():
        idx = np.where(ao_l == l)[0]
        _, v = eigh(matrix[np.ix_(idx, idx)], s[np.ix_(idx, idx)])
        full = np.zeros((2 * N2, len(idx)), dtype=complex)
        full[idx] = v
        half = len(idx) // 2
        parts[0].append(full[:, half:half + closed])
        parts[1].append(full[:, half + closed:half + closed + opened])
        parts[2].append(full[:, :half])
        parts[3].append(full[:, half + closed + opened:])
    return np.hstack([block for part in parts for block in part])


def average_energy_and_fock(C, nc, m, n, c):
    h, s = one_electron(c)
    Cc, Co = C[:, :nc], C[:, nc:nc + m]
    Dc, Do = Cc @ Cc.conj().T, Co @ Co.conj().T
    Gc, Go = mean_field([Dc, Do], c)
    f = n / m
    a = m * (n - 1) / (n * (m - 1))
    energy = (trace(Dc, h + Gc / 2) + f * trace(Do, h + Gc + 0.5 * a * f * Go))
    W = Go / (m - 1)
    left = s @ Do @ W
    cross = s @ Dc @ W @ Do @ s
    F = (h + Gc + f * Go - (1 - f) * (left + left.conj().T - left @ Do @ s)
         + cross + cross.conj().T)
    return energy, (F + F.conj().T) / 2


def run_scf(occupation, n, c):
    nc = sum(x[0] for x in occupation.values())
    m = sum(x[1] for x in occupation.values())
    h, s = one_electron(c)
    C = solve(h, s, occupation)
    # rounding noise grows with the 2c^2 gap, so the threshold follows c^2
    threshold = 1e-7 * (c / LIGHT)**2
    for iteration in range(1, 61):
        energy, F = average_energy_and_fock(C, nc, m, n, c)
        Fmo = C.conj().T @ F @ C
        residual = max(abs(Fmo[:nc, nc:]).max(), abs(Fmo[nc:nc + m, nc + m:]).max())
        if residual < threshold:
            break
        C = solve(F, s, occupation)
    assert residual < threshold, "SCF did not converge"
    return dict(C=C, nc=nc, m=m, n=n, c=c, E=energy, eps=np.diag(Fmo).real,
                iterations=iteration, residual=residual)


def determinant_average(Cc, Co, n, c):
    """Mean of single-determinant energies, each from its own full density matrix."""
    h, _ = one_electron(c)
    Dc = Cc @ Cc.conj().T
    dens = []
    for occ in combinations(range(Co.shape[1]), n):
        part = Co[:, list(occ)]
        dens.append(Dc + part @ part.conj().T)
    fields = mean_field(dens, c)
    return np.mean([trace(d, h + g / 2) for d, g in zip(dens, fields)])


def open_integrals(r):
    C, nc, m, c = r["C"], r["nc"], r["m"], r["c"]
    h, _ = one_electron(c)
    Cc, Co = C[:, :nc], C[:, nc:nc + m]
    Dc = Cc @ Cc.conj().T
    Gc = mean_field([Dc], c)[0]
    core = trace(Dc, h + Gc / 2)
    h_open = Co.conj().T @ (h + Gc) @ Co
    pairs = [np.outer(Co[:, s], Co[:, q].conj()) for q in range(m) for s in range(m)]
    g = mean_field(pairs, c)
    v = (Co.conj().T @ g @ Co).reshape(m, m, m, m).transpose(2, 3, 0, 1)
    return core, h_open, v


def excitation_operators(m, n):
    """Matrices of a_p^dagger a_q among all n-electron determinants of m spinors."""
    dets = list(combinations(range(m), n))
    index = {d: i for i, d in enumerate(dets)}
    ops = np.zeros((m, m, len(dets), len(dets)))
    for col, det in enumerate(dets):
        for place, q in enumerate(det):
            rest = [x for x in det if x != q]
            for p in range(m):
                if p not in rest:
                    sign = (-1)**(place + sum(x < p for x in rest))
                    ops[p, q, index[tuple(sorted(rest + [p]))], col] = sign
    return ops


def ci_matrix(core, h_open, v, ops):
    dim = ops.shape[-1]
    single = h_open - 0.25 * np.einsum("pqqs->ps", v)
    H = core * np.eye(dim) + np.tensordot(single, ops, axes=2)
    H = H + 0.25 * (ops @ np.tensordot(v, ops, axes=2)).sum(axis=(0, 1))
    assert abs(H - H.conj().T).max() < 1e-6
    return (H + H.conj().T) / 2


def group_levels(values, gap=1e-6):
    cuts = np.where(np.diff(values) > gap)[0] + 1
    return np.split(np.arange(len(values)), cuts)


# One-electron ion: matrix eigenvalues against the closed Dirac formula.
def dirac_level(nq, k):
    za = Z / LIGHT
    gam = np.sqrt(k * k - za * za)
    return LIGHT**2 * (1 / np.sqrt(1 + (za / (nq - k + gam))**2) - 1)


h0, S0 = one_electron(LIGHT)
bare = {}
for l in (0, 1):
    idx = np.where(ao_l == l)[0]
    bare[l] = eigh(h0[np.ix_(idx, idx)], S0[np.ix_(idx, idx)], eigvals_only=True)[len(idx) // 2:]
exact_1s = dirac_level(1, 1)
exact_split = dirac_level(2, 2) - dirac_level(2, 1)
basis_split = bare[1][2] - bare[1][0]
assert abs(bare[0][0] / exact_1s - 1) < 5e-3      # finite Gaussian basis
assert abs(basis_split / exact_split - 1) < 0.05  # finite Gaussian basis

# Case A: 1s2 2s2 closed, 2p2 open.  Case B: 1s2 closed, (2s2p)4 open.
A = run_scf({0: (4, 0), 1: (0, 6)}, 2, LIGHT)
B = run_scf({0: (2, 2), 1: (0, 6)}, 4, LIGHT)

# Average energy and eigenvalue theorems from explicit determinants.
Cc, Co = A["C"][:, :4], A["C"][:, 4:10]
explicit = determinant_average(Cc, Co, 2, LIGHT)
assert abs(explicit - A["E"]) < 1e-7
removal_open = explicit - determinant_average(Cc, Co, 1, LIGHT)
mean_open = A["eps"][4:10].mean()
assert abs(removal_open - mean_open) < 1e-6
removal_1s = explicit - determinant_average(Cc[:, 1:], Co, 2, LIGHT)
assert abs(removal_1s - A["eps"][0]) < 1e-6

# Gradient at deliberately non-stationary, symmetry-broken spinors.
rng = np.random.default_rng(7)
size = A["C"].shape[1]
K = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
mixed = A["C"] @ expm(0.01 * (K - K.conj().T))
_, F = average_energy_and_fock(mixed, 4, 6, 2, LIGHT)
weights = np.zeros(size)
weights[:4], weights[4:10] = 1.0, 2 / 6


def rotated(C, p, q, angle):
    R = C.copy()
    R[:, p] = np.cos(angle) * C[:, p] + np.sin(angle) * C[:, q]
    R[:, q] = np.cos(angle) * C[:, q] - np.sin(angle) * C[:, p]
    return R


gradients = []
step = 3e-4
for name, p, q in (("closed-open", 1, 5), ("closed-virtual", 2, size - 1),
                   ("open-virtual", 6, size - 2), ("open-negative", 7, 12)):
    e = [determinant_average(R[:, :4], R[:, 4:10], 2, LIGHT)
         for R in (rotated(mixed, p, q, step), rotated(mixed, p, q, -step))]
    numeric = (e[0] - e[1]) / (2 * step)
    formula = 2 * (weights[p] - weights[q]) * (mixed[:, p].conj() @ F @ mixed[:, q]).real
    assert abs(numeric - formula) < 1e-5 * abs(formula) + 1e-4, name
    gradients.append((name, numeric, formula))

# Stationarity and minimax character in case B, where 1s and 2s share a symmetry.
curvature = {}
angle = 1e-3
neg_s = 10 + np.sum(ao_l == 0) // 2 - 1    # an s-type negative-energy spinor
for name, p, q in (("closed 1s with open 2s", 0, 2), ("open 2s with negative", 2, neg_s)):
    up = average_energy_and_fock(rotated(B["C"], p, q, angle), 2, 8, 4, LIGHT)[0]
    down = average_energy_and_fock(rotated(B["C"], p, q, -angle), 2, 8, 4, LIGHT)[0]
    assert abs(up - down) / (2 * angle) < 1e-4
    curvature[name] = (up + down - 2 * B["E"]) / angle**2
assert curvature["closed 1s with open 2s"] > 0 > curvature["open 2s with negative"]

# CI in the open shell.
opsA = excitation_operators(6, 2)
core, hA, vA = open_integrals(A)
eA = np.linalg.eigvalsh(ci_matrix(core, hA, vA, opsA))
assert abs(eA.mean() - A["E"]) < 1e-7
K = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
U = expm(K - K.conj().T)
v_rot = np.einsum("pqrs,pa,qb,rc,sd->abcd", vA, U.conj(), U, U.conj(), U, optimize=True)
e_rot = np.linalg.eigvalsh(ci_matrix(core, U.conj().T @ hA @ U, v_rot, opsA))
assert abs(e_rot - eA).max() < 1e-7
levelsA = group_levels(eA)
assert [len(g) for g in levelsA] == [1, 3, 5, 5, 1]

opsB = excitation_operators(8, 4)
eB, vecB = np.linalg.eigh(ci_matrix(*open_integrals(B), opsB))
assert abs(eB.mean() - B["E"]) < 1e-7
levelsB = group_levels(eB)
assert len(levelsB) == 20
number_2s = opsB[0, 0] + opsB[1, 1]
occ_2s = np.einsum("ai,ab,bi->i", vecB.conj(), number_2s, vecB, optimize=True).real

# Nearly nonrelativistic run: terms 3P, 1D, 1S with interval ratio 3/2.
NR = run_scf({0: (4, 0), 1: (0, 6)}, 2, 20 * LIGHT)
eN = np.linalg.eigvalsh(ci_matrix(*open_integrals(NR), opsA))
triplet, singlet_d, singlet_s = eN[:9].mean(), eN[9:14].mean(), eN[14]
ratio = (singlet_s - singlet_d) / (singlet_d - triplet)
assert abs(ratio - 1.5) < 3e-3

print(f"Nuclear charge {Z}, electrons {mol.nelectron}, speed of light {LIGHT:.6f} a.u.")
print(f"Basis: {len(s_exponents)} s, exponents {s_exponents[0]:.0f} to {s_exponents[-1]:.0f} bohr^-2, ratio 3.0")
print(f"Basis: {len(p_exponents)} p, exponents {p_exponents[0]:.0f} to {p_exponents[-1]:.0f} bohr^-2, ratio 3.3")
print(f"Four-component basis size: {2 * N2}")
print(f"One-electron 1s: basis {bare[0][0]:.4f}, Dirac formula {exact_1s:.4f} hartree")
print(f"One-electron 2p splitting: basis {basis_split:.5f}, formula {exact_split:.5f} hartree")
for tag, r in (("A", A), ("B", B)):
    n, m = r["n"], r["m"]
    print(f"{tag}: n={n} m={m} f={n/m:.6f} a={m*(n-1)/(n*(m-1)):.6f} determinants={len(eA) if tag == 'A' else len(eB)}")
    print(f"{tag}: average energy {r['E']:.6f} hartree, iterations {r['iterations']}, residual {r['residual']:.1e} hartree")
print(f"A: explicit determinant average {explicit:.6f} hartree")
print(f"A: eigenvalues 1s {A['eps'][0]:.5f}, 2s {A['eps'][2]:.5f} hartree")
print(f"A: eigenvalues 2p1/2 {A['eps'][4]:.5f}, 2p3/2 {A['eps'][9]:.5f} hartree")
print(f"A: mean open eigenvalue {mean_open:.6f}, E(n)-E(n-1) {removal_open:.6f} hartree")
print(f"A: E minus average energy with a 1s hole {removal_1s:.6f} hartree")
for name, numeric, formula in gradients:
    print(f"Gradient {name}: numeric {numeric:.5f}, formula {formula:.5f} hartree/rad")
for name, value in curvature.items():
    print(f"B curvature, {name}: {value:.2f} hartree/rad^2")
print(f"A: mean CI energy {eA.mean():.6f}, lowest {eA[0]:.6f} hartree")
for g in levelsA:
    x = eA[g].mean() - eA[0]
    print(f"A level J={(len(g)-1)//2}: {x:.5f} hartree = {x*TO_CM:.0f} cm^-1")
print(f"B: mean CI energy {eB.mean():.6f}, lowest {eB[0]:.6f} hartree, levels {len(levelsB)}")
for g in levelsB[:6]:
    x = eB[g].mean() - eB[0]
    print(f"B level J={(len(g)-1)//2}: {x:.5f} hartree = {x*TO_CM:.0f} cm^-1, 2s occupation {occ_2s[g].mean():.4f}")
print(f"Light speed x20: 1D-3P {singlet_d-triplet:.5f}, 1S-1D {singlet_s-singlet_d:.5f} hartree, ratio {ratio:.5f}")
print("every check passed")
```

Printed output:

```
Nuclear charge 26, electrons 6, speed of light 137.035999 a.u.
Basis: 8 s, exponents 12 to 26244 bohr^-2, ratio 3.0
Basis: 5 p, exponents 14 to 1660 bohr^-2, ratio 3.3
Four-component basis size: 92
One-electron 1s: basis -340.9708, Dirac formula -341.0978 hartree
One-electron 2p splitting: basis 0.77373, formula 0.77798 hartree
A: n=2 m=6 f=0.333333 a=0.600000 determinants=15
A: average energy -939.365016 hartree, iterations 7, residual 4.5e-08 hartree
B: n=4 m=8 f=0.500000 a=0.857143 determinants=70
B: average energy -936.030499 hartree, iterations 7, residual 6.8e-09 hartree
A: explicit determinant average -939.365016 hartree
A: eigenvalues 1s -303.66115, 2s -64.24244 hartree
A: eigenvalues 2p1/2 -61.98523, 2p3/2 -61.43421 hartree
A: mean open eigenvalue -61.617884, E(n)-E(n-1) -61.617884 hartree
A: E minus average energy with a 1s hole -303.661155 hartree
Gradient closed-open: numeric 166.95367, formula 166.95368 hartree/rad
Gradient closed-virtual: numeric 186.07687, formula 186.07688 hartree/rad
Gradient open-virtual: numeric -121.21299, formula -121.21300 hartree/rad
Gradient open-negative: numeric 426.48238, formula 426.48240 hartree/rad
B curvature, closed 1s with open 2s: 237.15 hartree/rad^2
B curvature, open 2s with negative: -37568.09 hartree/rad^2
A: mean CI energy -939.365016, lowest -940.126562 hartree
A level J=0: 0.00000 hartree = 0 cm^-1
A level J=1: 0.33425 hartree = 73358 cm^-1
A level J=2: 0.55216 hartree = 121185 cm^-1
A level J=2: 1.15278 hartree = 253005 cm^-1
A level J=0: 1.89577 hartree = 416073 cm^-1
B: mean CI energy -936.030499, lowest -940.214145 hartree, levels 20
B level J=0: 0.00000 hartree = 0 cm^-1, 2s occupation 1.9769
B level J=1: 0.35085 hartree = 77003 cm^-1, 2s occupation 1.9806
B level J=2: 0.56633 hartree = 124295 cm^-1, 2s occupation 1.9794
B level J=2: 1.15892 hartree = 254353 cm^-1, 2s occupation 1.9752
B level J=0: 1.70268 hartree = 373694 cm^-1, 2s occupation 1.9271
B level J=2: 2.11929 hartree = 465130 cm^-1, 2s occupation 1.0000
Light speed x20: 1D-3P 0.49090, 1S-1D 0.73635 hartree, ratio 1.50000
every check passed
```
